\section*{Why Arrhenius Extrapolation Overestimates Lifetime When Two Failure Mechanisms Compete}

\section{The question}

Metal interconnects are tested in hot ovens because at their operating temperature they would take far too long to fail. The logarithm of the mean life is plotted against inverse temperature, a straight line is fitted, and the line is read at the operating temperature. Suppose that a line can fail in two independent ways, each with an exponential distribution of failure times and its own activation energy. Why does the straight line then promise too long a life in the cold, even when the test points seem to lie on it, and how large is the error?

\section{The mechanism: the colder line fails in a different way}

Call the mechanisms H and L, with activation energies $E_H>E_L$. Cooling slows both, but it slows H more. A mechanism that causes a small part of the failures in the oven can therefore cause most of them in operation. The hot tests measure mainly the temperature dependence of H, and the fitted line carries that steep dependence into a region where L, which has been slowed less, sets the life.

To make this precise, use
\begin{equation}
\beta=\frac{1}{k_BT},
\end{equation}
in 1/eV, so that colder means larger $\beta$ and the slope of a log-life plot is an energy in eV. Each mechanism has a hazard, the probability per unit time that it strikes a line still intact:
\begin{equation}
\lambda_i(\beta)=\frac{1}{\tau_i}\,e^{-E_i(\beta-\beta_{\rm ref})},\qquad i=H,L .
\label{eq:haz}
\end{equation}
At a fixed temperature the hazard is constant in time, which is what an exponential mechanism means. Here $\tau_i$ is the mean life at the reference temperature if mechanism $i$ acted alone. Both $\tau_i$ and $E_i$ are taken as independent of temperature, and the current is the same in test and operation.

The mechanisms compete: the first event kills the line. The line survives to time $s$ if neither has struck, and for independent mechanisms the two survival probabilities multiply:
\begin{equation}
S(s)=e^{-\lambda_Hs}\,e^{-\lambda_Ls}=e^{-\lambda s},\qquad \lambda=\lambda_H+\lambda_L .
\end{equation}
The hazards add. The mean life $t$ and the share $w_i$ of failures caused by mechanism $i$ are
\begin{equation}
t=\int_0^\infty S\,ds=\frac1\lambda,\qquad
w_i=\int_0^\infty\lambda_i e^{-\lambda s}\,ds=\frac{\lambda_i}{\lambda}.
\label{eq:share}
\end{equation}
In the second integral, $\lambda_i\,ds$ is the chance that $i$ strikes during $ds$, given that the line has survived until then.

\section{From the mechanism to the curvature}

Let $y(\beta)=\ln t=-\ln\lambda$, with $t$ measured in a fixed unit. Equation (\ref{eq:haz}) gives $d\lambda_i/d\beta=-E_i\lambda_i$, so
\begin{equation}
\frac{dy}{d\beta}=-\frac1\lambda\sum_i\frac{d\lambda_i}{d\beta}
=\sum_i w_iE_i\equiv\bar E .
\label{eq:slope}
\end{equation}
The local slope is the mean activation energy, weighted by the shares. The shares themselves change with temperature:
\begin{equation}
\frac{dw_i}{d\beta}=\frac{-E_i\lambda_i}{\lambda}-\frac{\lambda_i}{\lambda^2}\frac{d\lambda}{d\beta}
=-w_iE_i+w_i\bar E=-w_i(E_i-\bar E).
\end{equation}
On cooling, the mechanism with above-average energy loses share. Differentiating (\ref{eq:slope}) once more,
\begin{equation}
\frac{d^2y}{d\beta^2}=-\sum_iw_iE_i(E_i-\bar E)=-\sum_iw_i(E_i-\bar E)^2 ,
\end{equation}
where the last step subtracts $\bar E\sum_iw_i(E_i-\bar E)=0$ inside the sum. Since $w_H+w_L=1$, we have $E_H-\bar E=w_L(E_H-E_L)$ and $E_L-\bar E=-w_H(E_H-E_L)$. Hence
\begin{equation}
\frac{d^2y}{d\beta^2}=-(w_Hw_L^2+w_Lw_H^2)(E_H-E_L)^2=-w_Hw_L(E_H-E_L)^2<0 .
\label{eq:curv}
\end{equation}
The log-life curve is strictly concave: it bends below any straight continuation.

The word ``competing'' is essential. If instead the line fails after two stages that must occur one after the other, the mean lives add, $t=t_H+t_L$ with $t_i\propto e^{E_i\beta}$. With $v_i=t_i/t$ the slope is again $\sum_iv_iE_i$, but now $dv_i/d\beta=+v_i(E_i-\bar E)$, and the curvature is $+v_Hv_L(E_H-E_L)^2$. Cooling then gives weight to the high-energy stage, whose duration grows faster, and a straight extrapolation underestimates the life.

\section{From the curvature to the fitted line}

A fitted line is not a tangent, so concavity has to be carried over to it. Let $\ell(\beta)$ be the least-squares line through noise-free values of $y$ at test points $\beta_k$, with positive weights $g_k$, and let $f=y-\ell$. Subtracting a straight line leaves the curvature unchanged, so $f$ is strictly concave.

With two test temperatures, $f$ vanishes at both. A strictly concave function with two zeros is negative outside them and falls beyond the second.

With three or more, minimizing $\sum_kg_kf(\beta_k)^2$ with respect to the intercept and slope of $\ell$ gives
\begin{equation}
\sum_kg_kf(\beta_k)=0,\qquad \sum_kg_k\beta_kf(\beta_k)=0 .
\label{eq:orth}
\end{equation}
The residuals cannot all vanish, because a strictly concave function has at most two zeros. By the first condition both signs occur. Suppose the sign changed once along the $\beta$ axis, at some $\beta_*$. Then all nonzero products $(\beta_k-\beta_*)f(\beta_k)$ would have the same sign, and their weighted sum could not vanish, although (\ref{eq:orth}) says that it does. There are thus at least two changes of sign. The region where a concave function is positive is a single interval, so the order is $-,+,-$. Between a positive residual and a later negative one $f$ has fallen, and since its slope decreases with $\beta$, it goes on falling. It is negative at the coldest test point and at every colder temperature.

Define the overestimate as $R=$ predicted mean life divided by true mean life, where ``true'' means the value in this model. Then $\ln R=\ell-y=-f$, and beyond the coldest test
\begin{equation}
R>1,\qquad \frac{d\ln R}{d\beta}=E_{\rm fit}-\bar E(\beta)>0 ,
\label{eq:grow}
\end{equation}
with $E_{\rm fit}$ the slope of the fitted line. The error grows with every further step of cooling.

\section{The size of the error}

Let $\Delta=\beta_{\rm use}-\beta_c$ be the step from the coldest test to operation, $w_i$ the shares at that coldest test, and $\delta\ge0$ the height of the line above the curve there. The predicted log life is $y(\beta_c)+\delta+E_{\rm fit}\Delta$. By (\ref{eq:haz}) each hazard falls by $e^{-E_i\Delta}$, so the true total hazard is $\lambda(\beta_c)\sum_iw_ie^{-E_i\Delta}$. Multiplying the predicted life by this hazard, and using $e^{y(\beta_c)}\lambda(\beta_c)=1$,
\begin{equation}
R=e^{\delta}\left[w_H\,e^{-(E_H-E_{\rm fit})\Delta}+w_L\,e^{(E_{\rm fit}-E_L)\Delta}\right].
\label{eq:R}
\end{equation}

For a short step, expand the logarithm to second order in $\Delta$:
\begin{equation}
\ln R\simeq\delta+(E_{\rm fit}-\bar E_c)\Delta+\tfrac12w_Hw_L(E_H-E_L)^2\Delta^2 ,
\label{eq:short}
\end{equation}
where $\bar E_c$ is the mean energy at the coldest test. For a long step the second term in (\ref{eq:R}) wins, and $R$ grows as $e^{(E_{\rm fit}-E_L)\Delta}$, without bound.

A second way to write $R$ shows what the test misses. With $t_H=1/\lambda_H$ the life at use if H acted alone,
\begin{equation}
R=\left(1+\frac{\lambda_L}{\lambda_H}\right)_{\rm use}\times\frac{t_{\rm pred}}{t_H}.
\label{eq:split}
\end{equation}
The first factor is the shortening of life by L. The second, which is below one, is the part of this loss that the fit catches, because L has already shortened the measured lives somewhat and lowered their slope. If L is so rare in the tests that it leaves no mark on the fit, the second factor tends to one and the whole loss is missed. If H causes nearly all failures in test and use alike, $R$ stays close to one. If L does, $R$ is close to one only while $(E_{\rm fit}-E_L)\Delta$ is small: with the energies and temperatures of the next section, but L causing 90\% of the failures at 575 K, $R$ is still 1.2.

\section{The number}

Take $E_H=1.0$ eV and $E_L=0.7$ eV, with separate mean lives of 100 h and 1000 h at 575 K. Tests run at 525, 575 and 625 K; operation is at 375 K. At 575 K the mean life is $1/(1/100+1/1000)=90.9$ h, and L causes 9.1\% of the failures. The other values follow from (\ref{eq:haz}) and (\ref{eq:share}):

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $\beta$ (1/eV) & $t$ (h) & $w_L$ & $\bar E$ (eV)\\
625 & 18.567 & 18.74 & 0.058 & 0.983\\
575 & 20.182 & 90.91 & 0.091 & 0.973\\
525 & 22.104 & 580.2 & 0.151 & 0.955\\
375 & 30.945 & $1.341\times10^6$ & 0.716 & 0.785
\end{tabular}
\end{center}

The hazards are equal where $0.1\,e^{0.3(\beta-20.182)}=1$, that is at $\beta=20.182+\ln 10/0.3=27.86$ 1/eV, or 417 K. This lies between the tests and operation, so the dominant mechanism changes inside the extrapolated region.

The equal-weight line through the three test points has $E_{\rm fit}=0.9704$ eV and lies $\delta=0.0036$ above the curve at 525 K. With $\Delta=8.8415$ 1/eV, equation (\ref{eq:R}) gives
\begin{align}
R&=e^{0.0036}\left[0.849\,e^{-0.0296\times8.8415}+0.151\,e^{0.2704\times8.8415}\right]\nonumber\\
&=1.004\,[0.65+1.65]=2.31 .
\end{align}
The predicted mean life is $3.10\times10^6$ h (354 years); the true one is $1.34\times10^6$ h (153 years). Most of the bracket comes from L, which caused 15\% of the failures at the coldest test.

In the form (\ref{eq:split}), $\lambda_L/\lambda_H=0.1\,e^{0.3\times10.763}=2.53$ at use, so L shortens the life by a factor 3.53. The fit catches only a reduction to 0.656 of the life under H alone, and $3.526\times0.656=2.31$. The short-step formula (\ref{eq:short}) gives $\ln R\simeq0.004+0.139+0.451=0.594$, or $R\simeq1.8$. It is too low, because the share of L rises during the step and the curvature does not keep its value at 525 K.

With the same fit, $R$ is 1.08 at 475 K, 1.35 at 425 K, 2.31 at 375 K and 6.6 at 325 K, as (\ref{eq:grow}) requires. The full set of values is in the numerical output.

\section{Why the test data give no warning}

The middle test point lies above the chord between the outer two by 0.012 in $\ln t$. This is the size expected from (\ref{eq:curv}): for constant curvature the height is half its magnitude times the two distances in $\beta$, $\tfrac12\times0.00744\times1.615\times1.922=0.0115$. A deviation of about 1\% in life has to be seen through the scatter of the data.

Suppose that all $n$ lines at each temperature are run to failure. The sample mean is then $tG/n$, where $G$, a sum of $n$ exponential variables of unit mean, has a gamma distribution with $\langle G^q\rangle=\Gamma(n+q)/\Gamma(n)$. Since $\langle G^q\rangle=\langle e^{q\ln G}\rangle$, the first and second derivatives of its logarithm at $q=0$ are the mean and variance of $\ln G$:
\begin{equation}
\langle\ln G\rangle=\psi(n),\qquad {\rm var}(\ln G)=\psi_1(n)\simeq\frac1n ,
\end{equation}
where $\psi$ and $\psi_1$ are the first and second derivatives of $\ln\Gamma$, and the last form holds for large $n$. The height above the chord is $y_2-ay_1-(1-a)y_3$, with point 1 the coldest and $a=1.615/3.537=0.457$. Its variance is $[1+a^2+(1-a)^2]\,\psi_1(n)=1.50\,\psi_1(n)$. For $n=20$ the standard deviation is 0.28, more than twenty times the bend. For the bend to equal two standard deviations, $n\simeq4\times1.50/0.012^2$, about $4\times10^4$ failures at each temperature. A good straight-line fit is thus no evidence for a single mechanism here.

The same scatter affects the prediction. For $n=20$ the standard deviation of the predicted log life is 0.97, a factor of 2.6 either way, while the systematic error is $\ln2.31=0.84$. In 20\,000 simulated experiments, in which both failure times were drawn for each line and the earlier one kept, the mean log error was 0.818. The expected value is $0.838-0.025=0.813$, where the small shift is $\psi(20)-\ln20$. The prediction was too long in 80\% of the experiments and too short in the rest. With exponential scatter the overestimate is thus a systematic tendency, not a certainty for each small sample. These figures depend on the width of the life distribution. For the same mean lives with lognormal scatter of $\sigma=0.3$, $\psi_1(n)$ is replaced by about $\sigma^2/n$: the standard deviation of the prediction drops to 0.29, almost every experiment overestimates, and the bend still needs about $4\times10^3$ failures at each temperature. More samples reduce the scatter roughly as $1/\sqrt n$ but leave $\ln R$ in place.

What removes the systematic error, given enough failures, is to identify the cause of each one. By (\ref{eq:share}), $\lambda_i=w_i/t$, and each hazard separately does follow a straight Arrhenius line. From the table, $\lambda_L$ is $0.058/18.74=3.1\times10^{-3}$ per hour at 625 K and $0.151/580.2=2.6\times10^{-4}$ per hour at 525 K. The logarithm of their ratio, divided by 3.537 1/eV, gives 0.70 eV, as it should. The two hazards are extrapolated separately and then added. The price is statistical: of 20 failures at 525 K about three are due to L, and at 625 K about one. With so few, the scatter of the extrapolated L hazard is larger than the error that the separation removes. For the present numbers the method clearly pays only with several hundred failures at each temperature.

\section{Real lines and the limits of the model}

The parameters lie in the rough regime of accelerated electromigration tests on copper damascene lines, which run at some 250 to 350 $^\circ$C for operation near 100 $^\circ$C. An energy near 1 eV is typical of transport along a well-bonded interface between copper and its dielectric cap; 0.7 eV stands for a poorly bonded, more surface-like path and is low for a good process. Both paths are assumed to be present in every line and to end it independently, at separate sites. If instead both feed the same void, the transport rates add: the mean life keeps the form $1/(\lambda_H+\lambda_L)$ and $R$ its value whatever the shape of the life distribution, but a failure cannot be assigned to one path, and the Weibull result below does not apply. If only some of the lines were poorly bonded, the population would be a mixture, in which the mean lives are averaged instead of the hazards being added, and the argument above would no longer fix the sign of the error. The mean life of 153 years is not a product life. A chip contains many lines, and the requirement concerns a small failed fraction. In the exponential model 0.1\% of lines fail within $0.001\times153=0.15$ years, and the fit would promise 0.35 years. Such early failures are the least realistic feature of the model: real electromigration is a wear-out process with few early failures.

Wear-out can be sized with Weibull distributions of common shape $m$, keeping each mechanism's own mean life $1/\lambda_i$. The product of the survival probabilities is again Weibull with shape $m$, and the mean life obeys $t^{-m}=\lambda_H^m+\lambda_L^m$. Since $\lambda_i^m$ has activation energy $mE_i$, the curvature of $\ln t=-(1/m)\ln(\lambda_H^m+\lambda_L^m)$ follows from (\ref{eq:curv}) as $-m\,v_Hv_L(E_H-E_L)^2$, with $v_i=\lambda_i^m/(\lambda_H^m+\lambda_L^m)$. The sign is unchanged. For $m=2$, $R$ rises from 2.31 to 2.59. L now shortens the life at use by a smaller factor, $\sqrt{1+2.53^2}=2.72$ instead of 3.53, but it is so well hidden in the tests that the fit predicts $2.59/2.72=0.95$ of the life under H alone, instead of 0.656. Almost the whole loss is missed.

Transport rates often carry a common factor $1/T$. It adds $-\ln\beta$ to $y$, and so $+1/\beta^2=(k_BT)^2$ to the curvature. Concavity then requires
\begin{equation}
w_Hw_L(E_H-E_L)^2>(k_BT)^2 .
\end{equation}
At 575 K the two sides are 0.0074 and 0.0025 eV$^2$, and $R$ becomes 2.09. With a single mechanism the left side is zero, and the line underestimates the life, by about 10\% for these temperatures. Plotting $\ln(t/T)$ removes this term.

Two other effects are larger. If the tested lines run 10 K above the oven temperature through unnoticed self-heating, the measured lives are too short for the temperatures assigned to them, and $R$ falls to 1.19. This is a partial cancellation of two errors, not an improvement of the method. Beyond about 13 K the sign reverses; at 15 K, $R=0.86$.

Tests also use a higher current than operation. Let the ratio be 3, let the hazard of H be proportional to the current, and let the predicted life be scaled by 3 accordingly. If the hazard of L varies as the current to the power $p$, its true value at use is $3^{1-p}$ times what this scaling assumes, and
\begin{equation}
R_p=R\,(w_H+3^{1-p}w_L)_{\rm use}.
\end{equation}
Here $R$ and the shares are those at the use temperature and the test current. For $p=2$ this is $2.31\,(0.284+0.716/3)=1.21$; for $p=0$, a mechanism that does not need current, it is $2.31\,(0.284+3\times0.716)=5.6$. The bend of the Arrhenius plot at fixed current is the same in both cases. What changes is how much of L survives the step down in current. For $p=2$ this lowers $R$ about as much as the 10 K of self-heating did; for $p=0$ it raises $R$ by a factor of 2.4. For $p=2$, $R_p$ falls below one once the current ratio exceeds about 4.8, so the sign of the error is guaranteed only at equal current in test and use.

\section*{Numbers as computed}
\begin{verbatim}
Activation energies H, L: 1.00, 0.70 eV
Separate mean lives at 575 K: 100, 1000 h
k_B: 8.617333e-05 eV/K
T = 525 K: beta = 22.104 1/eV
  mean life = 580.23 h
  share of L = 0.1511, mean E = 0.9547 eV
T = 575 K: beta = 20.182 1/eV
  mean life = 90.909 h
  share of L = 0.0909, mean E = 0.9727 eV
T = 625 K: beta = 18.567 1/eV
  mean life = 18.743 h
  share of L = 0.0580, mean E = 0.9826 eV
T = 375 K: beta = 30.945 1/eV
  mean life = 1.3407e+06 h
  share of L = 0.7164, mean E = 0.7851 eV
Equal-rate temperature: 416.6 K
Fitted activation energy: 0.9704 eV
Line above curve at 525 K, delta: 0.00363 (log units)
Beta step, coldest test to use: 8.8415 1/eV
Predicted life at use: 3.1e+06 h
  = 353.8 years (365 days)
True life at use: 1.341e+06 h
  = 153.1 years (365 days)
Overestimate R: 2.312
Life at use under H alone: 4.727e+06 h
Factor H-alone/true: 3.526
Factor predicted/H-alone: 0.656
R at 475 K: 1.080
R at 425 K: 1.349
R at 325 K: 6.570
Bend at middle test point: 0.01197 (log units)
Its scatter, 20 failures per temperature: 0.278 (log units)
Failures per temperature for bend = 2 sigma: 4.2e+04
Scatter of ln prediction, 20 failures: 0.973
Small-sample shift of ln prediction: -0.0252
Simulated runs: 20000, mean ln error: 0.818
Fraction of runs that overestimate: 0.802
Energy variance at 575 K: 0.00744 eV^2
(k_B T)^2 at 575 K: 0.00246 eV^2
R with common 1/T factor: 2.092
R with Weibull shape 2: 2.586
R with 10 K unnoticed self-heating: 1.189
Test current / use current: 3
R if L has current exponent 2: 1.208
R if L has current exponent 0: 5.624
\end{verbatim}
